# Lowest-Harmonic Polarisation of a Parallel-Stacked Hexagonal Bilayer under Sliding

## Why the stacking energy is a poor guide

A parallel-stacked bilayer of a hexagonal crystal with two unlike atoms per layer cell can carry an out-of-plane dipole that reverses when one layer slides over the other. Suppose one writes this dipole with the same cosines that describe the stacking energy. The two low-energy stackings AB and BA then receive the same polarisation, and sliding between them switches nothing. If one knows the dipole at AB and BA but not its form in between, one cannot say where it changes sign. Both questions are settled by symmetry, which leaves a single function at lowest harmonic. A microscopic model then supplies its amplitude.

## Geometry and symmetry

Each layer has two unlike sites X and Y per cell, a vertical threefold axis through each site, a horizontal mirror plane, and vertical mirrors containing the X–Y bonds. The lattice vectors are $\mathbf a_1=a(1,0)$ and $\mathbf a_2=a(1/2,\sqrt3/2)$. Site X is at the origin and Y at $\boldsymbol\tau=(\mathbf a_1+\mathbf a_2)/3$. The bottom layer is fixed; the top layer is an identical copy at height $d$, shifted by $\mathbf s=u\mathbf a_1+v\mathbf a_2$. The names are

- AA: $\mathbf s=0$;
- AB: $\mathbf s=\boldsymbol\tau$, with top X above bottom Y;
- BA: $\mathbf s=-\boldsymbol\tau$, with top Y above bottom X;
- saddles: $\mathbf s$ equal to half a shortest lattice vector.

Let $P(\mathbf s)$ be the dipole per area, positive upwards. The bilayer is neutral and insulating, its surroundings are the same above and below, no field is applied, and the electronic ground state does not break the symmetry of the nuclei. Four relations follow.

1. Shifting the top layer by a lattice vector $\mathbf R$ changes nothing: $P(\mathbf s+\mathbf R)=P(\mathbf s)$.
2. A rotation $C$ by 120° about a bottom X site maps the bottom layer to itself and the top shift to $C\mathbf s$. It leaves vertical dipoles alone: $P(C\mathbf s)=P(\mathbf s)$.
3. A vertical mirror $M$ containing $\boldsymbol\tau$ gives likewise $P(M\mathbf s)=P(\mathbf s)$.
4. The horizontal mirror midway between the layers exchanges them. The new top layer is displaced by $-\mathbf s$ from the new bottom one, and the dipole is reversed:

$$P(-\mathbf s)=-P(\mathbf s). \tag{1}$$

## The lowest harmonic

Periodicity allows $P(\mathbf s)=\sum_{\mathbf G}c_{\mathbf G}e^{i\mathbf G\cdot\mathbf s}$. The shortest reciprocal vectors have length $G=4\pi/(\sqrt3a)$. They are $\pm\mathbf G_1,\pm\mathbf G_2,\pm\mathbf G_3$ with

$$\mathbf G_1=G(\tfrac{\sqrt3}{2},-\tfrac12),\quad \mathbf G_2=G(0,1),\quad \mathbf G_3=-\mathbf G_1-\mathbf G_2. \tag{2}$$

The phases $\theta_j=\mathbf G_j\cdot\mathbf s$ are $2\pi u$, $2\pi v$ and $-2\pi(u+v)$, so their sum is zero.

Rotation carries $\mathbf G_1\to\mathbf G_2\to\mathbf G_3$, so these three share one coefficient $c$. Equation (1) gives the opposite three the coefficient $-c$, and reality of $P$ requires $-c=c^*$. Hence $c$ is imaginary. Writing $c=iP_1/2$, each pair contributes $c(e^{i\theta_j}-e^{-i\theta_j})=2ic\sin\theta_j=-P_1\sin\theta_j$. The uniform term vanishes by (1). Therefore

$$P(\mathbf s)=-P_1F(\mathbf s),\qquad F=\sin\theta_1+\sin\theta_2+\sin\theta_3. \tag{3}$$

The minus sign is chosen so that $P_1>0$ in the model below.

The next shell contains $\mathbf K=\mathbf G_1-\mathbf G_2$ and its rotations and negatives. Since $\mathbf K\perp\boldsymbol\tau$, the mirror $M$ sends $\mathbf K$ to $-\mathbf K$ and demands $c_{-\mathbf K}=c_{\mathbf K}$, whereas (1) demands $c_{-\mathbf K}=-c_{\mathbf K}$. This shell is absent. The first allowed correction comes from $2\mathbf G_j$ and has the form $\sum_j\sin2\theta_j$.

## Zeros at AA and the saddles

At AA and at a saddle, $2\mathbf s$ is a lattice vector, so $-\mathbf s$ and $\mathbf s$ are the same stacking. Periodicity and (1) give

$$P(\mathbf s)=P(-\mathbf s)=-P(\mathbf s)=0. \tag{4}$$

This argument does not truncate the series, so these zeros hold for all harmonics.

They are not isolated. If $\mathbf s\perp\boldsymbol\tau$, then $M\mathbf s=-\mathbf s$, and $P(\mathbf s)=P(M\mathbf s)=P(-\mathbf s)=-P(\mathbf s)$ again gives zero. With rotations and translations, $P$ vanishes on every straight line through AA points along a shortest lattice vector. The saddles lie on these lines.

To show that (3) has no other zeros, use $\theta_1+\theta_2=-\theta_3$:

$$\sin\theta_1+\sin\theta_2=-2\sin\tfrac{\theta_3}{2}\cos\tfrac{\theta_1-\theta_2}{2},\qquad
\sin\theta_3=2\sin\tfrac{\theta_3}{2}\cos\tfrac{\theta_1+\theta_2}{2}.$$

Adding these, and using $\cos(x+y)-\cos(x-y)=-2\sin x\sin y$ with $x=\theta_1/2$, $y=\theta_2/2$,

$$F=-4\sin\tfrac{\theta_1}{2}\sin\tfrac{\theta_2}{2}\sin\tfrac{\theta_3}{2}. \tag{5}$$

A zero needs some $\theta_j$ to be a multiple of $2\pi$, which is one of the three families of lines already found. They cut the plane of $\mathbf s$ into triangles of alternating sign.

## Extremes at AB and BA

In the cell $0\le u,v<1$, equation (5) reads $F=4\sin\pi u\,\sin\pi v\,\sin\pi(u+v)$. Take first $u+v\le1$ and define $\alpha=\pi u$, $\beta=\pi v$, $\gamma=\pi-\alpha-\beta$. These are non-negative and sum to $\pi$, and $\sin\gamma=\sin\pi(u+v)$. The geometric mean does not exceed the arithmetic mean, and the sine is concave on $[0,\pi]$, so

$$(\sin\alpha\sin\beta\sin\gamma)^{1/3}\le\frac{\sin\alpha+\sin\beta+\sin\gamma}{3}\le\sin\frac{\pi}{3}=\frac{\sqrt3}{2}.$$

Hence

$$0\le F\le4\left(\frac{\sqrt3}{2}\right)^3=\frac{3\sqrt3}{2}. \tag{6}$$

Strict concavity permits equality only for $\alpha=\beta=\gamma=\pi/3$, that is $u=v=1/3$, which is AB. The other half of the cell follows from $\mathbf s\to-\mathbf s$: there $F\le0$, with its minimum $-3\sqrt3/2$ at BA. Thus $P=\mp(3\sqrt3/2)P_1$ at AB and BA, the global extremes of the lowest harmonic.

Part of this survives beyond the lowest harmonic. Since $C\boldsymbol\tau=\boldsymbol\tau-\mathbf a_1$, the gradient at AB equals its own rotation by 120° and must vanish. AB and BA are therefore stationary points of the full $P$. Symmetry alone does not guarantee that they remain its largest and smallest values.

## Behaviour near the special stackings

Near AB put $\mathbf s=\boldsymbol\tau+\boldsymbol\delta$ and $x_j=\mathbf G_j\cdot\boldsymbol\delta$. Each phase is $2\pi/3+x_j$ modulo $2\pi$. For three directions 120° apart, $\sum x_j=0$ and $\sum x_j^2=\tfrac32G^2\delta^2$. Expanding $\sin(2\pi/3+x_j)$ to second order,

$$F\simeq\frac{3\sqrt3}{2}-\frac{\sqrt3}{4}\sum_jx_j^2=\frac{3\sqrt3}{2}\left(1-\frac{G^2\delta^2}{4}\right). \tag{7}$$

At the saddle $\mathbf s=\mathbf a_1/2$ the phases are $(\pi,0,-\pi)$, and

$$\nabla F=\sum_j\mathbf G_j\cos\theta_j=-\mathbf G_1+\mathbf G_2-\mathbf G_3=2\mathbf G_2. \tag{8}$$

The polarisation thus crosses zero there with finite slope; the point is not a saddle of $P$. It is a saddle of the stacking energy. That energy is even in $\mathbf s$, so its lowest harmonic is $V_1\sum_j\cos\theta_j$, with $V_1>0$ if AA is the highest stacking. At $\mathbf a_1/2$ its curvature along $\mathbf G_2$ is $V_1G^2(\tfrac14-1+\tfrac14)=-\tfrac12V_1G^2$, and across it $V_1G^2(\tfrac34+\tfrac34)=\tfrac32V_1G^2$. The energy is a maximum along the straight AB–BA path and a minimum across it.

Near AA, equation (5) gives $F\simeq-\tfrac12\theta_1\theta_2\theta_3$. The dipole starts at third order in the displacement, with six sectors of alternating sign.

## Amplitude from interlayer charge transfer

Give X the level $+\Delta$ and Y the level $-\Delta$. Let $g_{\mathbf k}$ be the in-plane Bloch coupling for nearest-neighbour hopping $t_0$. Each layer has bands $\pm\varepsilon_{\mathbf k}$ with $\varepsilon_{\mathbf k}=\sqrt{\Delta^2+|g_{\mathbf k}|^2}$, the lower one filled. Orbitals in different layers with horizontal separation $\mathbf r$ are coupled by $T(r)=t_\perp e^{-r^2/2\rho^2}$. The Bloch sum is $T_{\mathbf k}(\mathbf x)=\sum_{\mathbf R}e^{-i\mathbf k\cdot(\mathbf R+\mathbf x)}T(|\mathbf R+\mathbf x|)$. With rows for top X, Y and columns for bottom X, Y, the interlayer block is

$$\mathsf T=\begin{pmatrix}p&x\\y&p\end{pmatrix},\quad p=T_{\mathbf k}(\mathbf s),\; x=T_{\mathbf k}(\mathbf s-\boldsymbol\tau),\; y=T_{\mathbf k}(\mathbf s+\boldsymbol\tau). \tag{9}$$

Let $\mathsf S$ be the layer Hamiltonian divided by $\varepsilon_{\mathbf k}$. Its eigenvalues are $\pm1$, so $(1\mp\mathsf S)/2$ projects on the filled and empty band. Mixing filled states with filled states moves no net charge. Mixing a filled state with an empty state of the other layer has amplitude of size (matrix element)$/2\varepsilon_{\mathbf k}$. With two spins, the net number $q$ of electrons moved from bottom to top per cell is, to second order,

$$q=\left\langle\frac{2}{4\varepsilon^2}\cdot\frac14\,\mathrm{Tr}\big[(1+\mathsf S)\mathsf T(1-\mathsf S)\mathsf T^\dagger-(1-\mathsf S)\mathsf T(1+\mathsf S)\mathsf T^\dagger\big]\right\rangle
=\left\langle\frac{1}{4\varepsilon^2}\mathrm{Tr}\,\mathsf S(\mathsf T\mathsf T^\dagger-\mathsf T^\dagger\mathsf T)\right\rangle,$$

where the brackets average over the Brillouin zone. From (9), the upper off-diagonal elements of $\mathsf T\mathsf T^\dagger$ and $\mathsf T^\dagger\mathsf T$ are both $py^*+xp^*$ and cancel. The diagonal difference is $\pm(|x|^2-|y|^2)$. The diagonal of $\mathsf S$ is $\pm\Delta/\varepsilon$, so

$$q(\mathbf s)=\left\langle\frac{\Delta}{2\varepsilon_{\mathbf k}^3}\Big(|T_{\mathbf k}(\mathbf s-\boldsymbol\tau)|^2-|T_{\mathbf k}(\mathbf s+\boldsymbol\tau)|^2\Big)\right\rangle. \tag{10}$$

For flat bands the first term is transfer from bottom Y to top X, the second from top Y to bottom X; in-plane hopping mixes the two sites in each band.

Let $\tilde T(k)=2\pi\rho^2t_\perp e^{-k^2\rho^2/2}$ be the Fourier transform of $T$, and $\Omega$ the cell area. Poisson summation gives $T_{\mathbf k}(\mathbf x)=\Omega^{-1}\sum_{\mathbf G}\tilde T(\mathbf k+\mathbf G)e^{i\mathbf G\cdot\mathbf x}$. In the square modulus, one of the two reciprocal sums extends the zone integral to the whole plane, because $\varepsilon_{\mathbf k}$ is periodic. The weighted average of $|T_{\mathbf k}(\mathbf x)|^2$ is then $\sum_{\mathbf G}C(\mathbf G)e^{i\mathbf G\cdot\mathbf x}$ with

$$C(\mathbf G)=\frac{1}{4\pi^2\Omega}\int d^2k\,\frac{\Delta}{2\varepsilon_{\mathbf k}^3}\,\tilde T(\mathbf k)\tilde T(\mathbf k+\mathbf G)>0. \tag{11}$$

Inserting this in (10) and pairing $\mathbf G$ with $-\mathbf G$ gives $4C(\mathbf G)\sin(\mathbf G\cdot\boldsymbol\tau)\sin(\mathbf G\cdot\mathbf s)$ per pair. On the first shell $\sin(\mathbf G_j\cdot\boldsymbol\tau)=\sqrt3/2$, and $C$ is the same for all three pairs. Electrons carry charge $-e$ over the distance $d$, so

$$q\simeq2\sqrt3\,C(\mathbf G_1)F,\qquad P=-\frac{ed}{\Omega}q,\qquad P_1=\frac{ed}{\Omega}\,2\sqrt3\,C(\mathbf G_1). \tag{12}$$

The product $\tilde T(\mathbf k)\tilde T(\mathbf k+\mathbf G)$ carries a factor $e^{-G^2\rho^2/4}$, so smooth interlayer hopping suppresses higher shells.

For flat bands, $t_0=0$, the integral is elementary: $C_{\rm flat}=\pi\rho^2t_\perp^2e^{-G^2\rho^2/4}/(2\Delta^2\Omega)$. In-plane hopping raises $\varepsilon_{\mathbf k}$ and lowers $C$.

## A worked bilayer

Take $a=0.25$ nm, $d=0.33$ nm, $\Delta=3.0$ eV, $t_0=2.5$ eV, $t_\perp=0.6$ eV and $\rho=0.10$ nm. Then $\Omega=0.05413$ nm² and $G=29.02$ nm⁻¹. The integral (11) gives $C=4.841\times10^{-4}$, hence $2\sqrt3\,C=1.677\times10^{-3}$ electrons per cell. The flat-band value is $C_{\rm flat}=1.41\times10^{-3}$, so in-plane hopping, with the other parameters fixed, reduces the amplitude to about a third.

One electron per cell moved across $d$ corresponds to $ed/\Omega=977$ pC/m. Therefore $P_1=1.638$ pC/m, and at AB

$$P=-2.598\times1.638=-4.26\ \text{pC/m}.$$

Diagonalizing the four-orbital Hamiltonian, without perturbation theory or a harmonic expansion, gives $-4.23$ pC/m at AB and $+4.23$ pC/m at BA. The charge transfer at AA and at the saddle is zero to rounding. For a weak hopping $t_\perp=0.03$ eV, the diagonalized first-shell amplitude is 0.99999 times the formula.

Halfway from AB to the saddle, $u=v=5/12$ and (3) predicts $F/F_{\max}=0.718$; diagonalization gives 0.719. The small difference reflects the $\sum\sin2\theta_j$ term, whose amplitude is $+0.0026$ of the first. Its sign deserves notice. In second order its coefficient in $q$ is $-2\sqrt3\,C(2\mathbf G_1)$, because $\sin(2\mathbf G_1\cdot\boldsymbol\tau)=-\sqrt3/2$. As the Hamiltonian is the same, the positive value must come from higher orders in $t_\perp$. The second-order result is therefore reliable here for the main amplitude but not for this small correction.

## What the model neglects

**Electrostatic feedback.** The transferred charge raises the electron energy in the layer that receives it. Treating the layers as charged sheets in vacuum, without polarisation inside each layer, and solving self-consistently changes $P$ at AB to $-3.70$ pC/m, a factor 0.875. Divided by a thickness $2d$, this is $-0.56$ µC/cm². The energy step between the layers is 0.42 eV, corresponding to 12.7 MV/cm. This is a large field, but the step is far below the 6.0 eV gap, so it cannot drive tunnelling from filled to empty bands across the bilayer.

**Variable spacing.** Let the spacing rise by $h(\mathbf s)$, proportional to $\sum\cos\theta_j+\tfrac32$ and reaching a rough 0.03 nm at AA, while $t_\perp$ decays over a rough 0.05 nm. Then $F$ is multiplied by $(1+h/d)e^{-2h/(0.05\,\text{nm})}$. This factor is even in $\mathbf s$, so the zeros stay. The slope at the saddle falls by a factor 0.884, and the $\sum\sin2\theta_j$ term becomes $-0.11$ of the first. The sign follows from $\sum\sin\theta_j\sum\cos\theta_j=\tfrac12\sum\sin2\theta_j-\sum\sin\theta_j$ and the decrease of the factor with $\sum\cos\theta_j$. Of the shape corrections sized here, this is the largest; the extremes remain at AB and BA.

**Field and temperature.** A field of 1 MV/cm between the layers breaks (1). At AA it moves enough charge from one layer to the other to give 0.009 pC/m; at the saddle it gives 0.04 pC/m, and at AB it changes $P$ by a similar amount. The total response is much larger, because each layer also polarises internally, which the model omits. For a susceptibility of order one, that part is of order $\epsilon_0E\,(2d)\approx0.6$ pC/m. Local sliding jitter with an assumed rms of 0.01 nm per axis multiplies the lowest harmonic by $e^{-G^2(0.01\,\text{nm})^2/2}=0.96$. At 300 K the carrier factor $e^{-E_{\rm gap}/2k_BT}$ is of order $10^{-50}$ for the gap without feedback ($4\times10^{-51}$ for the 6.00 eV found on an $18\times18$ k-mesh, $6\times10^{-51}$ on a $36\times36$ mesh, where the band edges lie slightly off K and the gap is 5.98 eV), and about $10^{-47}$ if the 0.42 eV step is subtracted from the gap. Carriers excited thermally across the gap are negligible either way; carriers from defects are not included.

The parameters are in the rough regime of bilayer boron nitride, whose polarisation is reported in the literature, not computed here, at roughly 1–2 pC/m. The model value is larger than this. It omits polarisation within the orbitals and in-plane relaxation, and its hopping parameters were not fitted, so neither the magnitude nor the sign should be read as a prediction for that material. In a device, unlike surroundings above and below break the layer-exchange symmetry. The zeros at AA and at the saddles are then no longer exact.

Parallel stacking is essential. If the top layer is turned by 180°, the in-plane map $\mathbf r\to\mathbf s-\mathbf r$ combined with reversal of height exchanges the layers and restores the same stacking. The bilayer then has an inversion centre at every $\mathbf s$, and $P$ vanishes throughout. The remaining values are in the numerical output below.

## Calculated quantities

```
lattice constant a = 0.25 nm, spacing d = 0.33 nm
site level Delta = 3.0 eV, in-plane hopping t0 = 2.5 eV
interlayer hopping t_perp = 0.6 eV, range rho = 0.10 nm
cell area Omega = 0.05413 nm^2
shortest reciprocal vector G = 29.021 nm^-1
largest F on fine grid = 2.59808
slope of F at saddle = 58.04 nm^-1
energy-harmonic curvatures at saddle / G^2 = -0.500, 1.500
weak-coupling test t_perp = 0.03 eV: amplitude ratio diagonalized/formula = 0.99999
overlap C(G) = 4.8413e-04 electrons per cell
amplitude A from formula = 1.6771e-03 electrons per cell
amplitude A from diagonalization = 1.6703e-03 electrons per cell
second-shell sine amplitude = 6.4e-17 electrons per cell
third-shell / first-shell amplitude = 2.58e-03
|q| at AA = 3.3e-16, at saddle = 0.0e+00 electrons per cell
|q| antiparallel, general shift = 0.0e+00 electrons per cell
q at AB = 4.3283e-03, at BA = -4.3283e-03 electrons per cell
P1 from formula = 1.638 pC/m
P at AB from formula = -4.256 pC/m
P at AB from diagonalization = -4.228 pC/m
P at BA from diagonalization = 4.228 pC/m
halfway AB to saddle: F/F_max = 0.7182, diagonalized P/P_AB = 0.7192
P at AB with electrostatic feedback = -3.698 pC/m
same, divided by thickness 2d = -0.560 uC/cm^2
feedback factor P_screened/P_bare = 0.875
halfway P/P_AB with feedback = 0.7218
potential-energy step with feedback = 0.418 eV
field between layers with feedback = 12.66 MV/cm
P induced at AA by 1 MV/cm = 0.0090 pC/m
assumed spacing rise AB to AA = 0.03 nm, hopping decay length = 0.05 nm
varying spacing: third/first shell = -0.110, slope factor at saddle = 0.884
jitter 0.01 nm per axis: damping of P = 0.959
band gap at AB = 6.000 eV, kT at 300 K = 0.0259 eV
thermal carrier factor exp(-gap/2kT) = 4.0e-51
```
